# Phase Separation of an Adsorbed Layer in the Bragg-Williams Approximation, part 1

(Sections cited here and not found follow in the second part.)

## First half: from random placement to coexisting phases

Atoms adsorbed on a crystal surface can spread evenly over the available sites, or they can gather into dense islands surrounded by a thin two-dimensional gas of adatoms. The difference matters in deposition and etching, where a given mean coverage may mean either a uniform partial layer or bare surface with full patches. This problem asks when mutual attraction produces islands, at which coverages, and how far the simplest theory of the effect can be trusted.

The surface has $M$ equivalent sites, each with $z$ nearest neighbours. A site $i$ is empty ($n_i=0$) or holds one atom ($n_i=1$). There are $N=\sum_i n_i$ atoms, and the coverage is $\theta=N/M$. The surface is large or periodic, so edges play no part. The energy of an arrangement is

$$E=-\varepsilon N-wP,\qquad P=\sum_{\langle ij\rangle}n_in_j .$$

Here $\varepsilon$ is the binding energy of an isolated adatom, measured from the bottom of its potential well, and $P$ is the number of occupied nearest-neighbour pairs, each counted once. The attraction per pair is $w>0$. Each adatom vibrates in its well with a partition function $q$, which includes the zero-point energy. Both $\varepsilon$ and $q$ are taken to be independent of coverage.

### (a) Energy of randomly placed atoms

**Find the mean energy per site when $N$ atoms are placed at random on the $M$ sites, and its limit for a large surface.**

Each site has $z$ neighbours, and counting neighbours site by site meets every pair twice. There are therefore $zM/2$ nearest-neighbour pairs of sites.

The probability that the first site of a pair is occupied is $N/M$. Given that it is, $N-1$ atoms remain for $M-1$ sites, so the second is occupied with probability $(N-1)/(M-1)$. Hence

$$\langle P\rangle_0=\frac{zM}{2}\,\frac{N(N-1)}{M(M-1)},$$

where the subscript 0 denotes equal weight for all arrangements. At fixed $\theta$,

$$\frac{N-1}{M-1}=\frac{\theta-1/M}{1-1/M}\longrightarrow\theta ,$$

and the mean energy per site becomes

$$\frac{\langle E\rangle_0}{M}\longrightarrow-\varepsilon\theta-\frac{zw}{2}\theta^2 .$$

Two different energies are contained in this result. Adding one atom to a random layer of coverage $\theta$ creates $z\theta$ new pairs on average and gains $zw\theta$. The lateral energy per atom already present is only $zw\theta/2$, because each pair is shared by two atoms. In a full layer these are $zw$ and $zw/2$.

### (b) Free energy

**Derive the free energy per site in the Bragg-Williams approximation. Is it above or below the true free energy of the model?**

The atoms are identical and the sites are distinguishable, so an arrangement is a choice of $N$ sites out of $M$. The number of arrangements is $W=M!/[N!(M-N)!]$, and the partition function at fixed $N$ is

$$Z_N=q^Ne^{\varepsilon N/kT}\sum_{\text{arrangements}}e^{wP/kT}
=q^Ne^{\varepsilon N/kT}\,W\,\big\langle e^{wP/kT}\big\rangle_0 .$$

The approximation replaces the average of the exponential by the exponential of the average:

$$Z_N^{\rm BW}=q^Ne^{\varepsilon N/kT}\,W\,e^{w\langle P\rangle_0/kT}.$$

To find the direction of the error, put $X=wP/kT$ and $X_0=\langle X\rangle_0$. The exponential curve lies on or above its tangent, so $e^X\ge e^{X_0}(1+X-X_0)$. Averaging removes the term $X-X_0$ and leaves $\langle e^X\rangle_0\ge e^{X_0}$. Thus $Z_N\ge Z_N^{\rm BW}$, and because $F=-kT\ln Z$, the approximate free energy is equal to or above the true one. This is a statement about free energies at fixed $N$. It does not by itself say whether a transition temperature is too high or too low.

For the entropy, use Stirling's formula $\ln n!\approx n\ln n-n$, whose error grows only as $\ln n$ and vanishes per site. The terms linear in $M$ and $N$ cancel:

$$\ln W\approx M\ln M-N\ln N-(M-N)\ln(M-N).$$

Insert $N=\theta M$ and $M-N=(1-\theta)M$. The terms in $\ln M$ have the total coefficient $M-\theta M-(1-\theta)M=0$, so

$$\ln W\approx-M\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].$$

The free energy per site, $f=-(kT/M)\ln Z_N^{\rm BW}$, is therefore

$$f(\theta)=kT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right]-(\varepsilon+kT\ln q)\theta-\frac{zw}{2}\theta^2 .$$

### (c) When can the layer separate?

**Allow the layer to divide into two large uniform regions, each described by $f$. Find the condition on $zw$ and $T$ under which division can lower the free energy.**

Let a fraction $x$ of the area have coverage $\theta_1$ and the rest coverage $\theta_2$, with $\theta_1<\theta<\theta_2$. Conservation of atoms requires

$$x\theta_1+(1-x)\theta_2=\theta .$$

The energy of the boundary grows with its length, while the other terms grow with area, so it is dropped for large regions. The change on division is

$$\Delta f=xf(\theta_1)+(1-x)f(\theta_2)-f(\theta).$$

Its sign depends on the curvature of $f$. Differentiating the entropy bracket gives $\ln\theta+1-\ln(1-\theta)-1$, so

$$f'(\theta)=kT\ln\frac{\theta}{1-\theta}-\varepsilon-kT\ln q-zw\theta .$$

This is the chemical potential $\mu$ of the adatoms, since $\mu=\partial F/\partial N=\partial(Mf)/\partial(M\theta)$. A second derivative gives

$$f''(\theta)=\frac{kT}{\theta(1-\theta)}-zw .$$

The first term is the resistance of entropy to a change of density, and the second is the gain from attraction. With

$$m=2\theta-1,\qquad \theta(1-\theta)=\frac{1-m^2}{4},$$

entropy resists least at half coverage, $m=0$, where $f''=4kT-zw$. There are three cases.

If $zw<4kT$, then $f''>0$ at every coverage.

If $zw=4kT$, then

$$f''=\frac{4kT}{1-m^2}-4kT=\frac{4kT\,m^2}{1-m^2},$$

which is positive except at the single point $m=0$.

In both cases $f'$ increases strictly. Then $f(\theta)-f(\theta_1)<(\theta-\theta_1)f'(\theta)$, because the slope to the left of $\theta$ is smaller than $f'(\theta)$. Likewise $f(\theta_2)-f(\theta)>(\theta_2-\theta)f'(\theta)$. It follows that

$$\begin{aligned}
\Delta f&=-x[f(\theta)-f(\theta_1)]+(1-x)[f(\theta_2)-f(\theta)]\\
&>f'(\theta)\left[-x(\theta-\theta_1)+(1-x)(\theta_2-\theta)\right]=0 .
\end{aligned}$$

The last bracket is $x\theta_1+(1-x)\theta_2-\theta$, which vanishes by conservation. Every division costs free energy.

If $zw>4kT$, take a half-filled layer and divide it into equal areas with coverages $\tfrac12\pm\delta$. For small $\delta$ the linear terms cancel and

$$\Delta f\approx\tfrac12f''(\tfrac12)\,\delta^2=\tfrac12(4kT-zw)\,\delta^2<0 .$$

Division now lowers the free energy. Within this approximation, separation is therefore possible if and only if

$$\boxed{zw>4kT,\qquad\text{that is,}\qquad T<T_c=\frac{zw}{4k}.}$$

At $T_c$ itself the layer is still uniform. The convention for $w$ matters here: $zw$ is the lateral energy gained by adding one atom to a full neighbourhood. In terms of the lateral energy per atom of a full layer, $zw/2$, the condition reads $zw/2>2kT$.

For repulsion, $w<0$, the curvature is positive at all temperatures and there is no separation of this kind. A repulsive layer may order by filling alternate sites, which a theory with one uniform coverage per region cannot describe.

### (d) Which coverages coexist?

**For $T<T_c$, find the coverages of the two phases, the range of mean coverage in which they form, and the limit of stability against small fluctuations.**

A term linear in $\theta$ contributes equally before and after division, so it can be separated off. Since

$$-\frac{zw}{8}m^2=-\frac{zw}{8}(4\theta^2-4\theta+1)=-\frac{zw}{2}\theta^2+\frac{zw}{2}\theta-\frac{zw}{8},$$

the free energy can be written as

$$f=\phi(m)+\frac{zw}{8}-\left(\varepsilon+kT\ln q+\frac{zw}{2}\right)\theta,$$

$$\phi(m)=kT\left[\frac{1+m}{2}\ln\frac{1+m}{2}+\frac{1-m}{2}\ln\frac{1-m}{2}\right]-\frac{zw}{8}m^2 .$$

The function $\phi$ is even. Its derivative, with $zw/4=kT_c$, is

$$\phi'(m)=\frac{kT}{2}\ln\frac{1+m}{1-m}-\frac{zw}{4}m=kT\,\mathrm{artanh}\,m-kT_c\,m .$$

For $m>0$ the slope of $\phi'$ is $kT/(1-m^2)-kT_c$. Below $T_c$ this is negative at first, then positive, and it increases throughout. So $\phi'$ starts at zero, falls, turns once and rises without limit as $m\to1$. It has one positive root $m_*$, given by

$$m_*=\tanh\left(\frac{T_c}{T}m_*\right).$$

Hence $\phi$ has two equal lowest minima, at $\pm m_*$. If $|m|<m_*$, dividing the layer between these minima gives every region the lowest possible $\phi$, and no other division does as well. The phases have coverages

$$\theta_\pm=\frac{1\pm m_*}{2},$$

and conservation of atoms gives the area fraction of the dense phase (the lever rule),

$$x_+=\frac{\theta-\theta_-}{\theta_+-\theta_-}.$$

Outside this range there is no division. Take $m_0>m_*$ and draw the tangent to $\phi$ at $m_0$, which slopes upward. For $m\ge m_*$ the curve is convex and lies above the tangent except at $m_0$. For $m<m_*$ we have $\phi(m)\ge\phi(m_*)$, which exceeds the tangent at $m_*$ and so exceeds its still lower value at $m$. A mixture of two other points therefore lies above the tangent at $m_0$, and division costs free energy. The case $m_0<-m_*$ follows by symmetry.

Two limits are useful. Near $T_c$, $\mathrm{artanh}\,m\approx m+m^3/3$, so $1+m_*^2/3\approx T_c/T$ and

$$m_*^2\approx3\left(1-\frac{T}{T_c}\right).$$

The coverage difference closes as a square root in this approximation. Far below $T_c$, the condition $\phi'=0$ written for the dilute phase is

$$\frac{\theta_-}{1-\theta_-}=\exp\left[-\frac{zw}{kT}\left(\frac12-\theta_-\right)\right]\approx e^{-zw/2kT}.$$

The dilute phase thins out exponentially, with the lateral energy per atom of a full layer as the activation energy.

Stability against small fluctuations is lost where $f''=0$, which defines the spinodal:

$$\theta(1-\theta)=\frac{kT}{zw},\qquad\theta_s=\frac12\left(1\pm\sqrt{1-\frac{T}{T_c}}\right).$$

Between these two values a small variation of coverage lowers the free energy if it is spread over a large enough distance. Variations from one site to the next can still cost free energy, because they place dense sites beside dilute ones. Between the spinodal and the coexistence coverages, small variations cost free energy although complete separation gains it. There the uniform layer is metastable.

## Second half: vapour, an indium layer, and the limits of the theory

The symbols carried over are these. A site has $z$ neighbours, each occupied pair gains $w$, an isolated adatom is bound by $\varepsilon$, and its vibrational partition function is $q$. The coverage is $\theta=(1+m)/2$. In the Bragg-Williams approximation,

$$\mu=kT\ln\frac{\theta}{1-\theta}-\varepsilon-kT\ln q-zw\theta,\qquad T_c=\frac{zw}{4k}.$$

Below $T_c$ the coexisting coverages are $\theta_\pm=(1\pm m_*)/2$ with $m_*=\tanh(m_*T_c/T)$. The spinodal coverages satisfy $\theta(1-\theta)=kT/zw$. At $\pm m_*$ the derivative of $\phi$ vanishes, so only the linear part of $f$ contributes to the slope, and both phases have

$$\mu_{\rm co}=-\varepsilon-kT\ln q-\frac{zw}{2}.$$

### (e) Equilibrium with a vapour

**Find the vapour pressure at which the two phases coexist, and the shape of the isotherm below $T_c$.**

Let the vapour be an ideal gas of atoms of mass $m_a$ and electronic degeneracy $g$. One atom in volume $V$ has the partition function

$$Z_1=\frac{gV}{h^3}\int e^{-\mathbf p^2/2m_akT}\,d^3p=\frac{gV}{\Lambda^3},\qquad
\Lambda=\frac{h}{\sqrt{2\pi m_akT}},$$

because each of the three momentum integrals equals $\sqrt{2\pi m_akT}$. For $N_g$ identical atoms $Z=Z_1^{N_g}/N_g!$, so $\mu_{\rm gas}=-kT\ln(Z_1/N_g)$. With $p=N_gkT/V$,

$$\mu_{\rm gas}=kT\ln\frac{p\Lambda^3}{gkT}.$$

Setting this equal to $\mu_{\rm co}$ and exponentiating gives

$$p_{\rm co}=\frac{gkT}{\Lambda^3q}\exp\left[-\frac{\varepsilon+zw/2}{kT}\right].$$

The exponent holds the binding energy per atom of a full layer. Using the general $\mu(\theta)$ instead, and dividing by $p_{\rm co}$,

$$\frac{p}{p_{\rm co}}=\frac{\theta}{1-\theta}\exp\left[-\frac{zw}{kT}\left(\theta-\frac12\right)\right],\qquad
\frac{d\ln p}{d\theta}=\frac{f''}{kT}.$$

Below $T_c$ the pressure rises, falls and rises again, with turning points at the spinodal. The falling part is unstable. Replacing $\theta$ by $1-\theta$ inverts the ratio $p/p_{\rm co}$, so the two turning pressures are reciprocal in units of $p_{\rm co}$.

In equilibrium at fixed pressure the layer is dilute below $p_{\rm co}$ and dense above it. The lever rule applies when the number of adsorbed atoms is fixed, as after a dose whose desorption is slow.

The rate of arrival from the vapour sets that time scale. For gas density $n_g=p/kT$, the flux on the surface is

$$n_g\int_0^\infty v\sqrt{\frac{m_a}{2\pi kT}}\,e^{-m_av^2/2kT}dv=n_g\sqrt{\frac{kT}{2\pi m_a}}=\frac{p}{\sqrt{2\pi m_akT}} .$$

The Bragg-Williams approximation has given the condition for separation, the coexisting and spinodal coverages, and the vapour pressure at which the two phases coexist. It remains to apply these results to an indium layer at 800 K, to test random placement against models that keep correlations, and to estimate the effects left out of the model.
